\section*{Field-shift ratio of the Ca+ D2 and D1 lines}

\section*{Model and conventions}

The D1 and D2 lines of Ca$^+$ join the ground state $4s_{1/2}$ to $4p_{1/2}$ and $4p_{3/2}$. Between two isotopes, the part of the line shift due to the nuclear size is $F_i\,\delta\langle r^2\rangle$, where $\langle r^2\rangle$ is the mean square charge radius and
\begin{equation}
F_i=\frac{d(E_{\rm upper}-E_{4s})}{d\langle r^2\rangle}.
\end{equation}
Hartree atomic units are used, so $c=1/\alpha$. Densities are in bohr$^{-3}$. Final values of $F_i$ are divided by Planck's constant and given in MHz/fm$^2$.

The ion is treated in the Dirac--Hartree--Fock (DHF) approximation: one valence electron outside closed, spherical shells with Coulomb interaction. Correlation, the Breit interaction, QED and mass shifts are left out. The nuclear charge is Gaussian, with $Z=20$, a round rms radius of 3.5 fm and the potential
\begin{equation}
V(r)=-\frac{Z}{r}\,\mathrm{erf}(\sqrt{\xi}\,r),\qquad \xi=\frac{3}{2\langle r^2\rangle}.
\end{equation}
A state with Dirac number $\kappa$ has radial components $P/r$ (large) and $Q/r$ (small), with $\int(P^2+Q^2)\,dr=1$. Here $\kappa=-1,1,-2$ for $s_{1/2},p_{1/2},p_{3/2}$.

\section*{Part (a): from energies to densities}

\textbf{Question.} Express $F_{D2}/F_{D1}-1$ through electron densities at the nucleus.

\textbf{Model answer.} The self-consistent energy is stationary under every allowed change of the orbitals. Its first derivative with respect to $\langle r^2\rangle$ therefore comes from the explicit change of $V$ alone. Differentiation of the error function gives
\begin{equation}
\frac{dV}{d\xi}=-\frac Zr\,\frac{2}{\sqrt\pi}e^{-\xi r^2}\frac{r}{2\sqrt\xi}
=-\frac{Z}{\sqrt{\pi\xi}}e^{-\xi r^2},\qquad
\frac{d\xi}{d\langle r^2\rangle}=-\frac{\xi}{\langle r^2\rangle}.
\end{equation}
The product is
\begin{equation}
w(r)=\frac{dV}{d\langle r^2\rangle}
=\frac{Z\sqrt\xi}{\sqrt\pi\,\langle r^2\rangle}e^{-\xi r^2},
\end{equation}
and, since $\int e^{-\xi r^2}d^3r=(\pi/\xi)^{3/2}$,
\begin{equation}
\int w\,d^3r=\frac{\pi Z}{\xi\langle r^2\rangle}=\frac{2\pi Z}{3}.
\end{equation}
Let $\rho$ be the electron density averaged with the normalized weight $3w/(2\pi Z)$; it is called the contact density below. Then
\begin{equation}
\frac{dE}{d\langle r^2\rangle}=\frac{2\pi Z}{3}\,\rho .
\end{equation}
A larger nucleus binds less, so the derivative is positive. With $\rho_s,\rho_{1/2},\rho_{3/2}$ the all-electron contact densities of the three states,
\begin{equation}
F_{D1}=-\frac{2\pi Z}{3}(\rho_s-\rho_{1/2}),\qquad
F_{D2}=-\frac{2\pi Z}{3}(\rho_s-\rho_{3/2}).
\end{equation}
Dividing, and writing $\rho_s-\rho_{3/2}=(\rho_s-\rho_{1/2})+(\rho_{1/2}-\rho_{3/2})$, we find
\begin{equation}
\frac{F_{D2}}{F_{D1}}-1=\frac{\rho_{1/2}-\rho_{3/2}}{\rho_s-\rho_{1/2}}. \label{ratio}
\end{equation}
Both factors are negative, because the $4s$ level is raised most.

\section*{Part (b): a $p$ electron at the nucleus}

\textbf{Question.} Near the nucleus, but outside the strongly relativistic region, let $P\simeq sr$ for an $s$ electron and $P\simeq ar^2$ for a $p$ electron. Find the contact density of $p_{1/2}$ relative to $s_{1/2}$, to leading order in $Z\alpha$. What happens for $p_{3/2}$?

\textbf{Model answer.} In a potential $U$, with the rest energy subtracted from $\varepsilon$, the radial equations are
\begin{align}
c\left(P'+\frac{\kappa}{r}P\right)&=(2c^2+\varepsilon-U)Q,\label{d1}\\
c\left(-Q'+\frac{\kappa}{r}Q\right)&=(\varepsilon-U)P.\label{d2}
\end{align}
For $Z/(2c^2)\ll r\ll 1/Z$ the bracket on the right of (\ref{d1}) is close to $2c^2$. For $\kappa=1$,
\begin{equation}
Q\simeq\frac{1}{2c}(2ar+ar)=br,\qquad b=\frac{3a}{2c}.
\end{equation}
The small component thus behaves as an $s$ wave: $Q/r$ tends to a constant. For $\kappa=-2$ the same step gives $2ar-2ar=0$. The next term of the large component, $P\simeq ar^2(1-Zr/2)$, leaves $Q\simeq-aZr^2/(4c)$, so $Q/r$ vanishes at the origin, as does $P/r\simeq ar$. At leading order $p_{3/2}$ has no contact density.

We must check that $b$ survives further in, where $U\simeq-Z/r$ is no longer small beside $2c^2$. With $Q=br$ and $\varepsilon$ neglected, (\ref{d1}) for $\kappa=1$ reads
\begin{equation}
\frac1r(rP)'=2cbr+\frac{Zb}{c}
\quad\Rightarrow\quad
P=\frac{2cb}{3}r^2+\frac{Zb}{2c}r .
\end{equation}
The first term is the original $ar^2$; the second is new. Since $-Q'+Q/r=-r(Q/r)'$, equation (\ref{d2}) gives
\begin{equation}
\left(\frac Qr\right)'=-\frac{ZP}{cr^2}
=-b\left(\frac{2Z}{3}+\frac{Z^2}{2c^2r}\right).
\end{equation}
The first term changes $Q/r$ by a relative amount of order $Zr$, which is small. The second gives a logarithm with the small coefficient $(Z\alpha)^2/2$.

The $s$ wave acquires the same logarithm. For $\kappa=-1$, (\ref{d2}) with $P=sr$ gives $(rQ)'=-Zsr/c$, hence $Q=-Zsr/(2c)$. Equation (\ref{d1}) then yields
\begin{equation}
\left(\frac Pr\right)'=\frac1r\left(2c+\frac{Z}{cr}\right)Q
=-s\left(Z+\frac{Z^2}{2c^2r}\right).
\end{equation}
The logarithms cancel in the ratio at this order. The remaining components, $P/r=Zb/(2c)$ for $p_{1/2}$ and $Q/r=-Zs/(2c)$ for $s_{1/2}$, change the densities by relative amounts $(Z\alpha)^2/4$ and are also dropped. Inside the finite nucleus the potential is bounded and the logarithms stop growing.

The angle-averaged density of one electron is $(P^2+Q^2)/(4\pi r^2)$. Therefore $\rho(p_{1/2})\simeq b^2/(4\pi)$, $\rho(s_{1/2})\simeq s^2/(4\pi)$, and
\begin{equation}
\frac{\rho(p_{1/2})}{\rho(s_{1/2})}\simeq\frac{b^2}{s^2}=\frac{9a^2}{4c^2s^2}. \label{contact}
\end{equation}

\section*{Part (c): the hydrogenlike scale}

\textbf{Question.} Evaluate the ratio for a hydrogenlike ion with equal principal quantum number $n$ in both states, and for $Z=20$, $n=4$, where $(Z\alpha)^2=0.021301$.

\textbf{Model answer.} Only $a^2/s^2$ is needed, and it follows from a ladder operator. Let $P_s$ be the normalized nonrelativistic $ns$ function, with energy $E=-Z^2/(2n^2)$, and let
\begin{equation}
A=\frac{d}{dr}-\frac1r+Z,\qquad A^\dagger=-\frac{d}{dr}-\frac1r+Z .
\end{equation}
Multiplying out, with $(-1/r)'=1/r^2$, gives
\begin{align}
A^\dagger A&=-\frac{d^2}{dr^2}-\frac{2Z}{r}+Z^2=2H_{l=0}+Z^2,\\
AA^\dagger&=-\frac{d^2}{dr^2}+\frac{2}{r^2}-\frac{2Z}{r}+Z^2=2H_{l=1}+Z^2.
\end{align}
Since $(AA^\dagger)A=A(A^\dagger A)$, the function $AP_s$ is an $l=1$ eigenfunction of the same energy. Its squared norm is
\begin{equation}
\langle P_s|A^\dagger A|P_s\rangle=2E+Z^2=Z^2\left(1-\frac1{n^2}\right)\equiv N^2 .
\end{equation}
Near the origin put $P_s=s(r-Zr^2+\beta r^3+\dots)$. The Schr\"odinger equation $P_s''=-2ZP_s/r-2EP_s$ gives, at order $r$, $6\beta=2Z^2-2E$. Hence
\begin{align}
AP_s&=s\left[(1-2Zr+3\beta r^2)-(1-Zr+\beta r^2)+(Zr-Z^2r^2)\right]+\dots\nonumber\\
&=s(2\beta-Z^2)r^2+\dots=-\frac{s}{3}(Z^2+2E)r^2+\dots=-\frac{sN^2}{3}r^2+\dots
\end{align}
Division by the norm $N$ gives $a=-sN/3$, so $a^2/s^2=N^2/9$. Equation (\ref{contact}) becomes
\begin{equation}
\frac{\rho(np_{1/2})}{\rho(ns_{1/2})}\simeq\frac{(Z\alpha)^2}{4}\,\frac{n^2-1}{n^2}.
\end{equation}
It vanishes for $n=1$, where no $p$ state exists, and tends to $(Z\alpha)^2/4$ at large $n$. For $Z=20$ and $n=4$,
\begin{equation}
0.021301\times\frac{15}{64}=0.00499 .
\end{equation}
The Dirac equation with the finite nucleus gives 0.00506, which is 1.4\% above the leading formula. At $Z=5$ the two values, both close to $3.12\times10^{-4}$, differ by less than 0.2\%, a closer agreement, as expected of an expansion in $Z\alpha$. The scale of the effect is half a percent, before screening.

\section*{Part (d): Ca$^+$ with a frozen core}

\textbf{Question.} Valence orbitals in the DHF field of Ca$^{2+}$ have contact densities 2.1883 ($4s$), $4.2321\times10^{-3}$ ($4p_{1/2}$) and $1.4\times10^{-7}$ ($4p_{3/2}$). Find the ratio of field-shift factors if the core orbitals are held fixed, and compare with part (c).

\textbf{Model answer.} A fixed core contributes equally to all three states and cancels. From (\ref{ratio}),
\begin{equation}
\frac{F_{D2}}{F_{D1}}-1=\frac{0.0042321-0.0000001}{2.1883-0.0042}
=\frac{0.0042320}{2.1841}=0.00194 .
\end{equation}
The contact density of $4p_{1/2}$ alone thus gives an excess of 0.19\%.

This is less than 0.4 of the hydrogenlike value. Equation (\ref{contact}) shows where the reduction sits. With $c$ enlarged fivefold, so that relativistic corrections are small, the screened orbitals give a density ratio of $7.71\times10^{-5}$. The right side of (\ref{contact}), with $a$ read from the large component of $4p_{3/2}$, gives $7.66\times10^{-5}$. Scaled back by $5^2$, the latter is 0.00192, close to the directly computed 0.00193 at the physical $c$. The mechanism of part (b) therefore holds in the screened ion. What has changed is $a^2/s^2$: with $c^2=Z^2/(Z\alpha)^2=400/0.021301=1.878\times10^4$,
\begin{equation}
\frac{a^2}{s^2}=\frac{4c^2}{9}\times0.00192=16\ \mathrm{bohr}^{-2},
\end{equation}
against $N^2/9=400\times(15/16)/9=42$ bohr$^{-2}$ for the bare nucleus. A plausible reason, not tested separately, is that the centrifugal barrier keeps the $p$ electron further out, where core electrons already screen the nucleus.

\section*{Part (e): core relaxation}

\textbf{Question.} Now let the core adjust to each valence state. State the conditions on the orbitals, and find the ratio from these contact densities, in bohr$^{-3}$. Core changes are relative to Ca$^{2+}$.
\begin{center}
\begin{tabular}{lrr}
State & Valence density & Core change\\
$4s_{1/2}$ & 2.2555 & $+0.06460$\\
$4p_{1/2}$ & 0.0043332 & $-0.19767$\\
$4p_{3/2}$ & 0.0000001 & $-0.19563$
\end{tabular}
\end{center}

\textbf{Model answer.} Let $h$ be the one-electron Dirac operator and $n_a=2j_a+1$ the occupation of core shell $a$. Let $W_b$ be the spherical mean field, direct minus exchange, of shell $b$:
\begin{equation}
\langle a|W_b|a\rangle=n_b\left[F^0(a,b)-\sum_k
\begin{pmatrix}j_a&k&j_b\\ \frac12&0&-\frac12\end{pmatrix}^{2}G^k(a,b)\right].\label{field}
\end{equation}
Here $F^0$ and $G^k$ are the direct and exchange radial Coulomb integrals, and $l_a+l_b+k$ is even. For the valence orbital $v$, $n_v=1$. With $W_c=\sum_{b\,\in\,{\rm core}}W_b$,
\begin{equation}
E=\sum_a n_a\langle a|h+\tfrac12W_c|a\rangle+\langle v|h+W_c|v\rangle .
\end{equation}
The bracket in (\ref{field}) is symmetric in $a$ and $b$, so $\langle v|W_c|v\rangle=\sum_a n_a\langle a|W_v|a\rangle$. Varying real radial orbitals gives
\begin{equation}
\delta E=2\sum_a n_a\langle\delta a|F_c|a\rangle+2\langle\delta v|F_v|v\rangle,
\end{equation}
with $F_c=h+W_c+W_v$ and $F_v=h+W_c$. The factor $\frac12$ in the core energy has been cancelled by varying both members of each pair. Variations towards empty orbitals $u$ require $\langle u|F_c|a\rangle=0$ and $\langle u|F_v|v\rangle=0$. A core orbital of the same $\kappa$ as $v$ can also rotate into it. The change $\delta a=\theta v$, $\delta v=-\theta a$ preserves orthonormality to first order and gives
\begin{equation}
(2j+1)\langle a|F_c|v\rangle-\langle a|F_v|v\rangle=0 .
\end{equation}
When all these conditions hold, part (a) applies to the full density, core included.

The denominator of (\ref{ratio}) is
\begin{equation}
(2.2555+0.06460)-(0.00433-0.19767)=2.5134,
\end{equation}
and the numerator is
\begin{equation}
\underbrace{0.0043332-0.0000001}_{\text{valence: }0.00433}
+\underbrace{(-0.19767+0.19563)}_{\text{core: }-0.00204}=0.00229 .
\end{equation}
Hence
\begin{equation}
\frac{F_{D2}}{F_{D1}}=1+\frac{0.00229}{2.5134}=1.0009 .
\end{equation}
The excess is 0.09\%: the valence density contributes $+0.17\%$ and the core $-0.08\%$. Relaxation halves the frozen-core estimate but does not change its sign. The factors themselves are $F_{D1}=-247.4$ and $F_{D2}=-247.6$ MHz/fm$^2$; the four digits serve only to display the difference within the model, not the accuracy of either factor for the real ion. With the frozen core they were $-215.0$ and $-215.4$, so relaxation strengthens each by about 15\% while bringing them closer together.

\section*{Part (f): reading and reliability}

\textbf{Question.} Which core shells cause the reduction? How secure are the size and the sign of the excess?

\textbf{Model answer.} Resolved by shell type, the core contributes $-0.124\%$ from $s_{1/2}$, $+0.043\%$ from $p_{1/2}$ and a negligible amount from $p_{3/2}$. The $4p_{1/2}$ electron has a mean radius of 4.536 bohr, against 4.551 for $4p_{3/2}$. A more compact valence electron may screen the core $s$ electrons more strongly and so lower their contact density further; this accounts for only part of the first number. In the linear response of the core to the frozen valence orbital, the direct field alone gives a core difference of $-0.0021$ bohr$^{-3}$ and exchange adds $+0.0001$. Direct screening thus matches the net core term, $-0.0020$, but is only about two thirds of the $s_{1/2}$ term, $-0.0031$.

For the core $p_{1/2}$ shells, (\ref{field}) shows a definite difference between the two upper states. The triangle rule $|j_a-j_b|\le k$ allows $k=0$ exchange with $4p_{1/2}$ but not with $4p_{3/2}$. These shells therefore feel different exchange fields in the two states. The rule does not by itself fix the sign of the resulting density change.

This difference also exposes a limit of the model. If spin-orbit coupling is switched off, the true $4p_{1/2}$ and $4p_{3/2}$ levels are degenerate for any nuclear potential, and the ratio is one. The valence term respects this, since at leading order it falls as $1/c^2$. The core term need not, because core $p_{1/2}$ and $p_{3/2}$ shells may relax separately even in that limit. Here the artefact is small. With $c$ enlarged fivefold the core difference drops from $-2.0\times10^{-3}$ to $-5\times10^{-5}$ bohr$^{-3}$, which leaves a part independent of $c$ of a few times $10^{-5}$ bohr$^{-3}$, about $0.001\%$ in the ratio. The linear response of the core, which has the correct nonrelativistic limit, also gives 1.0009.

The arithmetic of the small difference has been tested by another route. Adding $\pm8$ fm$^2$ times $w(r)$ to the nuclear potential and differencing the self-consistent total energies gives $F_{D2}-F_{D1}=-0.2258$ MHz/fm$^2$; the densities give $-0.2257$. This confirms the derivative within the model, not the model itself.

The numerator, 0.0023 bohr$^{-3}$, is about one percent of either core change, 0.20 bohr$^{-3}$. A shift of one core change against the other by one percent of its size would therefore alter the excess by about its own magnitude. Corrections common to both $4p$ states cancel in the numerator; how much correlation changes their difference has not been computed. To reach one percent, the numerator would have to grow to 0.025 bohr$^{-3}$, eleven times its value here, at the same denominator. To reverse the sign, the core difference would have to pass from $-0.0020$ to below $-0.0043$ bohr$^{-3}$, a little more than doubling. The smallness is thus better protected than the sign. Within relaxed-core DHF the ratio is 1.0009; its last digit should not be taken as a prediction for the real ion. The values of parts (c) to (e) are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Nuclear charge Z: 20
Nuclear rms charge radius: 3.5 fm
(Z alpha)^2: 0.021301
Hydrogenlike 4p1/2 to 4s contact ratio, Z=5, Dirac: 3.1257e-04
Same, Z=5, leading formula: 3.1202e-04
Hydrogenlike contact ratio, Z=20, Dirac: 0.005063
Same, Z=20, leading formula: 0.004992
Ca2+ DHF energy: -679.1039 hartree
Ca2+ energy extrapolated to infinite c: -676.1522 hartree
Ca2+ nonrelativistic HF energy (PySCF): -676.1534 hartree
Screened contact ratio at 5c, computed: 7.7064e-05
Screened contact ratio at 5c, formula: 7.6608e-05
Frozen core, 4s1/2 contact density: 2.1883e+00 bohr^-3
Frozen core, 4p1/2 contact density: 4.2321e-03 bohr^-3
Frozen core, 4p3/2 contact density: 1.4171e-07 bohr^-3
Frozen core, 4p1/2 to 4s contact ratio: 0.001934
Frozen core F_D1: -214.961 MHz/fm^2
Frozen core F_D2: -215.377 MHz/fm^2
Frozen core F_D2/F_D1: 1.001938
Relaxed 4s1/2 valence density: 2.2555e+00 bohr^-3
Relaxed 4s1/2 core density change: 0.06460 bohr^-3
Relaxed 4s1/2 valence mean radius: 3.7138 bohr
Relaxed 4p1/2 valence density: 4.3332e-03 bohr^-3
Relaxed 4p1/2 core density change: -0.19767 bohr^-3
Relaxed 4p1/2 valence mean radius: 4.5360 bohr
Relaxed 4p3/2 valence density: 1.4579e-07 bohr^-3
Relaxed 4p3/2 core density change: -0.19563 bohr^-3
Relaxed 4p3/2 valence mean radius: 4.5514 bohr
All-electron density difference 4s - 4p1/2: 2.51343 bohr^-3
Relaxed core F_D1: -247.376 MHz/fm^2
Relaxed core F_D2: -247.602 MHz/fm^2
F_D1 from total energies: -247.397 MHz/fm^2
F_D2 from total energies: -247.623 MHz/fm^2
F_D2 - F_D1 from densities: -0.2257 MHz/fm^2
F_D2 - F_D1 from total energies: -0.2258 MHz/fm^2
Excess from valence contact density: 0.1724 percent
Excess from core s1/2 shells: -0.1242 percent
Excess from core p1/2 shells: 0.0430 percent
Excess from core p3/2 shells: -0.0000 percent
Excess from whole core: -0.0812 percent
Relaxed core F_D2/F_D1: 1.000912
Total excess over one: 0.0912 percent
\end{verbatim}
